# Diode saturation current for a finite base and an arbitrary contact

The long-base formula for the saturation current of a diode, $J_0=Dp_0/L$, assumes that injected holes recombine before they meet the end of the semiconductor. Suppose the neutral region is only a fifth of a diffusion length wide and ends at a metal contact that removes every excess hole. The formula is then too small by a factor of five. Replacing it by $(Dp_0/L)\coth(W/L)$ cures this case but fails in another: if the far surface does not recombine holes at all, the coth formula is too large by a factor of about 26. The width alone does not fix the current. The contact enters as well, and the theorem below contains both.

## Setting and assumptions

The diode is one-dimensional. The p side lies at negative $x$, the depletion layer ends at $x=0$, and a neutral n region of uniform donor density $N$ extends from $x=0$ to a contact at $x=W$. Current is positive from p to n. The algebra uses atomic units, so the elementary charge is 1, the applied bias $V$ is also an energy, and the hole current density equals the hole flux. The thermal energy is $\theta=k_BT$.

In the n region holes have equilibrium density $p_0=n_i^2/N$, diffusivity $D$, mobility $\mu=D/\theta$ (Einstein relation) and constant lifetime $\tau$. Their excess density is $\delta p=p-p_0$, and $L=\sqrt{D\tau}$. The assumptions are:

1. The state is steady and the carriers are nondegenerate.
2. Injection is low, $|\delta p|\ll N$, the n region is quasi-neutral, and the p side is much more heavily doped than the n side.
3. No carriers are generated or recombined in the depletion layer, and the variation of the hole quasi-Fermi level across it has a negligible effect on $\delta p(0)$.
4. The contact removes excess holes at the rate $S\,\delta p(W)$ per unit area, where $S$ is the surface recombination velocity.
5. The neutral width $W$ is held fixed as the bias changes.

## Theorem

Let $w=W/L$ and $s=SL/D$. To leading order in $\delta p/N$, the hole current entering the n region is

$$J(0)=J_0\left(e^{V/\theta}-1\right),\qquad J_0=\frac{Dp_0}{L}\,F,\qquad F=\frac{s+\tanh w}{1+s\tanh w}.$$

For an ohmic contact, meaning $S\to\infty$, this becomes $J_0=(Dp_0/L)\coth(W/L)$.

The proof needs an equation for $\delta p$ and a condition at each end of the region.

## Lemma 1: the excess holes diffuse

*To leading order in $\delta p/N$, $J=-D\,\delta p'$ and $D\,\delta p''=\delta p/\tau$.*

**Proof.** In a steady state, the holes lost from the current across a thin slab are those that recombine in it:

$$\frac{dJ}{dx}=-\frac{\delta p}{\tau}.$$

The current has a diffusion and a drift part, $J=-D\,p'+\mu pE$. Because $p_0$ is uniform, $p'=\delta p'$. It remains to show that the drift part is small.

The field $E$ follows from the electron current. Electrons carry charge $-1$, so their electric current is $J_n=D_n n'+\mu_n nE$ with $\mu_n=D_n/\theta$. Quasi-neutrality gives $n'=\delta p'$. Solving for the field,

$$E=\frac{\theta}{D_n n}\left(J_n-D_n\,\delta p'\right),$$

and therefore

$$\mu pE=\frac{D}{\theta}\,pE=\frac{p}{n}\left(\frac{D}{D_n}J_n-D\,\delta p'\right).$$

Take a diode whose p side is so heavily doped that few electrons cross the depletion layer, so $J_n(0)\approx0$. The total current is then $J(0)$, and $J_n=J(0)-J(x)$ is nowhere larger in size than $J(0)$. The same holds for $D\,\delta p'$ to leading order. If $D/D_n$ is of order one, the drift current is thus smaller than $J(0)$ by a factor of order $p/n$. Dropping it leaves $J=-D\,\delta p'$, and the continuity equation becomes $D\,\delta p''=\delta p/\tau$. ∎

**Remark.** The size of the correction can be found for a short region with an ohmic contact, where recombination, and with it $J_n$, is negligible. Then $J=-D\,p'(1+p/n)$ with $J$ constant. Neglecting $p_0$ and integrating over the region,

$$\frac{JW}{D}=\int_0^{\delta p(0)}\left(1+\frac{p}{N+p}\right)dp\approx\delta p(0)\left[1+\frac{\delta p(0)}{2N}\right].$$

The current at given $\delta p(0)$ rises by half the injection ratio $\delta p(0)/N$. The numerical solution with drift retained, for $w=0.2$ and $D_n/D=3$, gives increases of 0.050 % at a ratio of 0.001 and 0.49 % at 0.01. At a ratio of 1 the increase is 30 %, and the theorem no longer applies. At given terminal bias the sign is opposite. The same field, $E=-\theta n'/n$, drops a voltage $\theta\ln(1+\delta p(0)/N)$ across the neutral region, which lowers the bias left for the junction and reduces $\delta p(0)$ by the full ratio $\delta p(0)/N$. The net current then falls by about half the ratio: by 0.051 % and 0.51 % at ratios of 0.001 and 0.01. Lemma 2 neglects this drop, which is consistent to leading order.

## Lemma 2: the bias sets the hole density at the edge

*If the quasi-Fermi level is flat across the depletion layer, $\delta p(0)=p_0(e^{V/\theta}-1)$.*

**Proof.** Let $U(x)$ be the potential energy of a hole, with $U(0)=0$. The field is $E=-U'$, so

$$J=-D\left(p'+\frac{U'}{\theta}p\right)=-D\,e^{-U/\theta}\frac{d}{dx}\left(p\,e^{U/\theta}\right).$$

The second form is checked by carrying out the derivative. Let the depletion layer begin at $x=-d$. Without generation or recombination, $J$ is constant inside it. Multiplying by $e^{U/\theta}/D$ and integrating from $-d$ to 0 gives

$$p(0)=p(-d)\,e^{U(-d)/\theta}-\frac{J}{D}\lambda,\qquad \lambda=\int_{-d}^{0}e^{U/\theta}dx.$$

Holes have lower energy on the p side. With built-in barrier $V_{bi}$, a forward bias reduces the step, so $U(-d)=-(V_{bi}-V)$. The density $p(-d)$ is that of the majority holes and keeps its equilibrium value. At $V=0$ and $J=0$ the equation reads $p_0=p(-d)e^{-V_{bi}/\theta}$. Inserting this and subtracting $p_0$,

$$\delta p(0)=p_0\left(e^{V/\theta}-1\right)-\frac{J}{D}\lambda.$$

The quantity $p\,e^{U/\theta}$ is constant when the quasi-Fermi level is flat. The last term, which measures its variation, is then absent. ∎

**Remark.** The neglected term can be estimated. On the n side of the depletion layer the charge density is $N$, and with relative permittivity $\kappa$ Poisson's equation is $U''=-4\pi N/\kappa$. With $U(0)=U'(0)=0$,

$$U=-\frac{2\pi N}{\kappa}x^2=-\theta\frac{x^2}{2L_D^2},\qquad L_D^2=\frac{\kappa\theta}{4\pi N},$$

where $L_D$ is the Debye length. If nearly the whole barrier lies on the n side and is much higher than $\theta$, the integral may be extended to infinity, which gives $\lambda=\sqrt{\pi/2}\,L_D$. The integral comes almost entirely from within about $2L_D$ of the edge, where electrons are not fully depleted and the parabola is not accurate. The estimate therefore gives only a scale for $\lambda$, the Debye length. The actual value depends on where the edge is placed. Where the electron quasi-Fermi level is flat, $e^{U/\theta}=n/N$, so $\lambda$ amounts to a shift of the point from which $W$ is measured. It vanishes if the n-side depletion width is taken as $\int(1-n/N)\,dx$, it is negative for an edge closer to the junction, and it is positive for one farther out. Since the theorem's proof will give $J(0)=(D/L)F\,\delta p(0)$, the equation for $\delta p(0)$ becomes

$$\delta p(0)\left(1+\frac{F\lambda}{L}\right)=p_0\left(e^{V/\theta}-1\right).$$

In this model the flat-level current exceeds the corrected current by the fraction $F\lambda/L$ of the latter. For a short region with an ohmic contact this is about $\lambda/W$, which is small when the neutral region is much wider than the Debye length. Under reverse bias the level itself need not be flat, because $|J|\lambda/D$ can exceed the tiny density $p_0e^{V/\theta}$. The current is still accurate, since $\delta p(0)$ stays close to $-p_0$.

## Lemma 3: the profile

*The solution of $D\,\delta p''=\delta p/\tau$ with given $\delta p(0)$ and the contact condition is*

$$\delta p(x)=\delta p(0)\,\frac{\cosh\frac{W-x}{L}+s\sinh\frac{W-x}{L}}{\cosh w+s\sinh w}.$$

**Proof.** Dividing the equation by $D$ gives $\delta p''=\delta p/L^2$. Its general solution, written with distances measured from the contact, is

$$\delta p=A\cosh\frac{W-x}{L}+B\sinh\frac{W-x}{L}.$$

At the contact $\delta p(W)=A$ and $\delta p'(W)=-B/L$, where the minus sign comes from differentiating $W-x$. The holes that arrive there are those that recombine there, so

$$-D\,\delta p'(W)=S\,\delta p(W)\quad\Rightarrow\quad\frac{D}{L}B=SA\quad\Rightarrow\quad B=sA.$$

Setting $x=0$ gives $\delta p(0)=A(\cosh w+s\sinh w)$. The bracket is positive, so $A$ is determined. ∎

## Proof of the theorem

Differentiating the profile and using Lemma 1,

$$J(x)=-D\,\delta p'(x)=\frac{D}{L}A\left(\sinh\frac{W-x}{L}+s\cosh\frac{W-x}{L}\right).$$

At $x=0$, insert $A$ from Lemma 3 and divide numerator and denominator by $\cosh w$:

$$J(0)=\frac{D}{L}\,\delta p(0)\,\frac{\sinh w+s\cosh w}{\cosh w+s\sinh w}=\frac{D}{L}\,\delta p(0)\,\frac{s+\tanh w}{1+s\tanh w}.$$

Lemma 2 supplies $\delta p(0)$, which gives the stated result. For $S\to\infty$, dividing numerator and denominator by $s$ leaves $F\to1/\tanh w=\coth w$. ∎

**Remark on where the current is taken.** The hole current falls with $x$ as holes recombine, and electrons carry the difference. The fraction that reaches the contact is

$$\frac{J(W)}{J(0)}=\frac{s}{\sinh w+s\cosh w},$$

or $1/\cosh w$ for an ohmic contact. It is 0.98, 0.65 and 0.10 for $w=0.2$, 1 and 3. The diode current is the hole plus electron current at $x=0$. Because nothing recombines in the depletion layer, the electron current there equals the one injected into the p side. That part follows from the same derivation with the roles of the carriers exchanged, except that on the p side the majority current at the edge is the full hole current $J$ and not zero. With acceptor density $N_A$, the electron drift term is of order $(n/N_A)(D_n/D)J$. The electron diffusion current is $(D_n/L_n)F_n\,\delta n$, with $L_n$ and $F_n$ the p-side counterparts of $L$ and $F$. Using $J=(D/L)F\,\delta p(0)$ and $n/\delta n=p(0)/\delta p(0)$ at the edges, the ratio is $(p(0)/N_A)\,FL_n/(F_nL)$, which is small at low injection unless the last factor is very large. The two saturation currents then add.

## A worked case

Take a model diode at 300 K, where $\theta=0.02585$ eV, with a heavily doped p side and round parameters: $N=10^{-7}$ Å⁻³, $n_i=10^{-14}$ Å⁻³, $D=10^5$ Å²/ps and $\tau=10^5$ ps. Then

$$p_0=\frac{10^{-28}}{10^{-7}}=10^{-21}\ \text{Å}^{-3},\qquad L=\sqrt{10^5\cdot10^5}=10^5\ \text{Å},$$

and $Dp_0/L=10^{-21}$ e/(Å² ps). The velocity $D/L$ is 1 Å/ps, so $s$ has the same numerical value as $S$ in Å/ps. The hole part of $J_0$, in units of $10^{-21}$ e/(Å² ps), is:

| $S$ (Å/ps) | $w=0.2$ | $w=1$ | $w=3$ |
|---|---|---|---|
| 0 | 0.197 | 0.762 | 0.995 |
| 0.1 | 0.292 | 0.801 | 0.996 |
| 1 | 1.000 | 1.000 | 1.000 |
| 10 | 3.43 | 1.25 | 1.004 |
| ∞ | 5.07 | 1.31 | 1.005 |

For the ohmic contact at $w=0.2$, $J_0=5.07\times10^{-21}$ e/(Å² ps), or $8.1\times10^{-12}$ A/cm². At a forward bias of 0.5 eV the edge excess is $2.51\times10^{-13}$ Å⁻³, which is $2.51\times10^8$ times $p_0$. The hole current is

$$J=5.07\times10^{-21}\times2.51\times10^8=1.27\times10^{-12}\ \text{e/(Å}^2\text{ ps)},$$

or $2.0\times10^{-3}$ A/cm². The injection ratio is $2.5\times10^{-6}$, so drift is negligible. At a reverse bias of 0.2 eV the hole diffusion current is $-5.06\times10^{-21}$ e/(Å² ps), already close to $-J_0$.

Within the assumptions, the junction condition carries a larger uncertainty than drift, of order one per cent or less. With $\kappa=12$ the Debye length is 131 Å, and the parabolic model gives $\lambda=164$ Å, so $F\lambda/L=5.07\times164/10^5=0.83$ %. Integrating the hole equation through the same parabolic barrier, 0.4 eV high, reproduces this figure, a quasi-Fermi drop of 0.21 meV. This checks the integral, not the parabola, so the figure is only a rough scale. With acceptor density $10^{-6}$ Å⁻³, a self-consistent potential at 0.5 eV (n-side barrier about 0.35 eV) and the edge placed at the depletion-approximation width gives $\lambda$ of 30 to 50 Å, or 0.14 to 0.25 %. Even this is indicative only. For masses of 0.3 to 0.8 electron masses this $D$ implies a mean free path of 115 to 190 Å, comparable to $L_D$, and $\mu E$ at the peak field, about 3900 Å/ps, exceeds the thermal velocity, so drift-diffusion with constant mobility is stretched across the barrier.

Assumption 3 is the weaker point of this example. Suppose a midgap level with equal lifetimes $\tau$ acts in the depletion layer, at the rate $(np-n_i^2)/[\tau(n+p+2n_i)]$. Integrated over the parabolic barrier at 0.5 eV forward bias, it adds about $9\times10^{-14}$ e/(Å² ps), or 7 % of $J$; a self-consistent potential raises this to about $1.0\times10^{-13}$, or 8 %. At 0.2 eV reverse bias both densities lie below $n_i$ over some 160 Å, where pairs are generated at nearly $n_i/2\tau=5\times10^{-20}$ Å⁻³ ps⁻¹. The resulting current, of order $10^{-17}$ e/(Å² ps), is more than a thousand times $J_0$. The theorem gives the diffusion current only, and the table its hole part only. The electron part need not be small: for a long p side with acceptor density $10N$, the same lifetime and $D_n/D$ between 1 and 3, it is 2 to 3 % of the hole part for the ohmic contact at $w=0.2$, 10 to 17 % for a long base, and 50 to 90 % for $w=0.2$ with $S=0$.

## Remarks on the limits

**The neutral contact.** Write $t=\tanh w$. The quotient rule gives

$$\frac{dF}{dt}=\frac{(1+st)-s(s+t)}{(1+st)^2}=\frac{1-s^2}{(1+st)^2}.$$

Widening the region lowers $J_0$ if $S>D/L$ and raises it if $S<D/L$. At $S=D/L$ the width has no effect, as the third row of the table shows. The reason is that in an endless region $\delta p\propto e^{-x/L}$, so the flux through any plane is $(D/L)\,\delta p$. A contact with $S=D/L$ draws the same flux as the missing material would.

**When coth applies.** Comparing $F$ with its ohmic value,

$$\frac{F}{\coth w}=\frac{t(s+t)}{1+st}=1-\frac{1-t^2}{1+st}.$$

Unless the region is long, the coth law needs $s\tanh w\gg1$. In a short region this is a stricter condition than $S\gg D/L$. At $w=0.2$ and $S=10D/L$ the true value is 3.43 against 5.07, which is 32 % below the coth law. A real contact cannot reach $S=\infty$. Even a wall that absorbs every arriving hole has $S$ of the order of the thermal velocity, about $\sqrt{\theta/2m}$ for a single relaxation time, or 500 to 900 Å/ps for masses of 0.8 to 0.3 electron masses. In the worked case this puts $J_0$ 0.6 to 0.9 % below the coth law at $w=0.2$ and 5 to 9 % below at $w=0.02$. The form $Dp_0/W$ therefore fails, and the current stops growing, as $W$ approaches the mean free path.

**Long base.** Let $q=e^{-2w}$, so that $t=(1-q)/(1+q)$. Inserting this in $F$ and cancelling $1+q$,

$$F=\frac{(s+1)+(s-1)q}{(s+1)-(s-1)q}=\frac{1+rq}{1-rq}\approx1+2r\,e^{-2w},\qquad r=\frac{s-1}{s+1}.$$

The contact is forgotten exponentially and $J_0\to Dp_0/L$. At $w=3$ the ohmic value exceeds this limit by 0.50 %.

**Short base.** For $w\ll1$, $\tanh w\approx w$ and

$$F\approx\frac{s+w}{1+sw}.$$

An ohmic contact gives $F\approx1/w$, hence $J_0\approx Dp_0/W$. The lifetime has dropped out: the profile is nearly a straight line, and most holes recombine at the contact. The next term follows from $\coth w\approx1/w+w/3$, a relative correction of $w^2/3$. At $w=0.2$ the computed excess over $Dp_0/W$ is 1.33 %.

If the contact is finite but $s\gg w$, the $w$ in the numerator can be dropped:

$$J_0\approx\frac{Dp_0}{L}\,\frac{s}{1+sw}=\frac{p_0}{1/S+W/D}.$$

Diffusion across the region and removal at the contact act as two resistances in series. For $S=10$ Å/ps this gives $3.33\times10^{-21}$ e/(Å² ps), 3 % below the full result. For $S=0.1$ Å/ps it gives $0.98\times10^{-22}$ against $2.92\times10^{-22}$ e/(Å² ps), too small by a factor of three. Here $s=0.1$ is less than $w=0.2$, and recombination inside the region can no longer be ignored.

When $sw\ll1$ the denominator is close to 1 instead. Using $Ds/L=S$ and $Dw/L=W/\tau$,

$$J_0\approx p_0\left(S+\frac{W}{\tau}\right).$$

The excess density is then nearly uniform, and surface and bulk losses add. With $S=0$ what remains is $p_0W/\tau$, a current proportional to the width.

**Fixed width.** Reverse bias widens the depletion layer and shortens the neutral region, so the hole current saturates fully only if $F$ is insensitive to this change: for instance when $S=D/L$, when the region is long ($w\gg1$), when a thin region is limited by its contact ($w\ll s\ll1/w$, where $J_0\approx p_0S$), or when the change in $W$ is negligible. From the parabola in Lemma 2, a barrier $\Phi$ on the n side needs a width $\sqrt{\kappa\Phi/(2\pi N)}$. This is 728 Å for 0.4 eV in the worked case, and it doubles if the barrier is made four times higher. With $N_A=10^{-6}$ Å⁻³ the built-in barrier $\theta\ln(N_A/p_0)$ is 0.89 eV. In the depletion approximation the p side carries a further fraction $N/N_A$, or one tenth, of the n-side barrier, so these two barriers correspond to about 0.45 eV forward and 0.9 eV reverse bias. A neutral region of $2\times10^4$ Å then loses 3.6 % of its width, and with an ohmic contact, where $J_0\propto1/W$, the hole saturation current grows by about 4 %.

The numerical check tests the following against a grid solution of the diffusion problem: the profile, the current, the contact fraction, the sign of the width dependence, the long-base correction, the ohmic short-base correction, the form $(s+w)/(1+sw)$ and the series rule.

## Values computed for the example and the checks

```
temperature 300 K, theta = 0.025852 eV
donor density N = 1.0e-07 A^-3
intrinsic density ni = 1.0e-14 A^-3
hole density p0 = 1.000e-21 A^-3
D = 1.0e+05 A^2/ps, tau = 1.0e+05 ps
diffusion length L = 1.0000e+05 A
crossover velocity D/L = 1.0000 A/ps
long-base J0 = 1.0000e-21 e/(A^2 ps)
long-base J0 = 1.6022e-12 A/cm^2
J0 in e/(A^2 ps); W in A; S in A/ps; w = W/L
W=2e+04 w=0.2 S=0    J0=1.9738e-22
W=2e+04 w=0.2 S=0.1  J0=2.9162e-22
W=2e+04 w=0.2 S=1    J0=1.0000e-21
W=2e+04 w=0.2 S=10   J0=3.4291e-21
W=2e+04 w=0.2 S=inf  J0=5.0665e-21
W=1e+05 w=1.0 S=0    J0=7.6159e-22
W=1e+05 w=1.0 S=0.1  J0=8.0062e-22
W=1e+05 w=1.0 S=1    J0=1.0000e-21
W=1e+05 w=1.0 S=10   J0=1.2490e-21
W=1e+05 w=1.0 S=inf  J0=1.3130e-21
W=3e+05 w=3.0 S=0    J0=9.9505e-22
W=3e+05 w=3.0 S=0.1  J0=9.9595e-22
W=3e+05 w=3.0 S=1    J0=1.0000e-21
W=3e+05 w=3.0 S=10   J0=1.0041e-21
W=3e+05 w=3.0 S=inf  J0=1.0050e-21
largest relative grid-formula mismatch 2.8e-07
ohmic contact, w=0.2: fraction reaching contact 0.9803
ohmic contact, w=1.0: fraction reaching contact 0.6481
ohmic contact, w=3.0: fraction reaching contact 0.0993
ohmic, w=0.2: J0 = 8.1174e-12 A/cm^2
D p0/W at w=0.2: 5.0000e-21 e/(A^2 ps)
coth result exceeds D p0/W by 1.330 %
ohmic, w=3: J0 exceeds long-base value by 0.497 %
w=0.2 S=0.1: series rule 9.8039e-23 e/(A^2 ps)
w=0.2 S=0.1: (s+w)/(1+sw) rule 2.9412e-22 e/(A^2 ps)
w=0.2 S=10: series rule 3.3333e-21 e/(A^2 ps)
w=0.2 S=10: (s+w)/(1+sw) rule 3.4000e-21 e/(A^2 ps)
bias 0.5 eV, ohmic, w=0.2:
  edge excess density 2.5097e-13 A^-3
  edge excess / N = 2.510e-06
  J = 1.2716e-12 e/(A^2 ps)
  J = 2.0373e-03 A/cm^2
bias -0.2 eV: J = -5.0643e-21 e/(A^2 ps)
electron/hole mobility ratio in drift test 3.0
excess/N = 0.001: drift changes J by 0.0496 %
excess/N = 0.01: drift changes J by 0.4934 %
excess/N = 1: drift changes J by 30.4595 %
kappa = 12, barrier on n side = 0.4 eV
Debye length 130.9 A, depletion width 728.4 A
effective width lambda = 164.1 A
relative error of junction condition 0.831 %
hole quasi-Fermi drop 2.141e-04 eV
```
